# The $l$-lowering operator for hydrogen radial functions and its norm factor

**Question: building hydrogen 3p and 3s from 3d with $l$-lowering operators**

My exercise reads: "Starting from the nodeless 3d radial function, apply two normalised $l$-lowering operators to construct 3p and 3s, and verify that the norm factors are proportional to $\sqrt{n^2-l^2}/(nl)$." I work in Hartree atomic units with $u(r)=rR(r)$, and I can write down $u_{3d}\propto r^3e^{-Zr/3}$. For the operator I guessed $d/dr+2/r-Z/3$, because the exponent contains $Z/3$, but the function I get does not satisfy the $l=1$ radial equation. What is the right operator, and why? What is the constant hidden in "proportional"? And how can an operator be "normalised" if its factor depends on $n$?

**Answer**

The constant in the operator is tied to $l$, not to $n$, and it can be derived rather than guessed. The model throughout is one electron without spin or relativity, bound to a fixed point nucleus of charge $Z$. With $\psi=u(r)Y_{lm}/r$ the radial equation is $H_lu=Eu$, where

$$H_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr ,\qquad \int_0^\infty u^2\,dr=1 .$$

I take $u$ real and positive just outside $r=0$. Near the origin put $u\approx r^s$. The kinetic and centrifugal terms scale as $r^{s-2}$, one power more singular than the Coulomb term, so the coefficient of $r^{s-2}$ must vanish (for $l=0$ only the kinetic term contributes to it). This gives $s(s-1)=l(l+1)$, so $s=l+1$ or $s=-l$. The admissible solution is $r^{l+1}$. For $l\ge1$ the other one is not square integrable. For $l=0$ the other one makes $\psi\sim1/r$, whose Laplacian contains a delta function that nothing in the equation balances. At a given $E$ the solution that starts as $r^{l+1}$ is therefore fixed up to a factor. A bound state also decays exponentially at large $r$.

**Finding the operator**

Try $A=d/dr+W(r)$ and $A^\dagger=-d/dr+W(r)$ with $W$ unknown. On any function $f$, the product rule gives

$$A^\dagger Af=-(f'+Wf)'+W(f'+Wf)=-f''+(W^2-W')f,$$

$$AA^\dagger f=(-f'+Wf)'+W(-f'+Wf)=-f''+(W^2+W')f,$$

because the terms $Wf'$ cancel in both lines. We want the first product to be $2H_l$ and the second to be $2H_{l-1}$, each up to the same constant $k$, so that the two Hamiltonians are linked at equal energy:

$$W^2-W'=\frac{l(l+1)}{r^2}-\frac{2Z}{r}+k,\qquad W^2+W'=\frac{l(l-1)}{r^2}-\frac{2Z}{r}+k .$$

The second minus the first is $2W'=-2l/r^2$, so $W=l/r+\beta$ with a constant $\beta$. Half the sum is $W^2=l^2/r^2-2Z/r+k$, while squaring gives $W^2=l^2/r^2+2l\beta/r+\beta^2$. The $1/r$ terms require $\beta=-Z/l$, and the constants require $k=Z^2/l^2$. For $l\ge1$, then,

$$A_l=\frac{d}{dr}+\frac lr-\frac Zl,\qquad A_l^\dagger=-\frac{d}{dr}+\frac lr-\frac Zl,$$

$$A_l^\dagger A_l=2H_l+\frac{Z^2}{l^2},\qquad A_lA_l^\dagger=2H_{l-1}+\frac{Z^2}{l^2}.$$

The Coulomb term is the cross term $2\cdot(l/r)\cdot\beta$, and this is why $\beta$ carries $1/l$. The same matching shows where the method fails. With a general potential $V(r)$ in place of $-Z/r$ the difference still forces $W=l/r+\beta$, and the sum then demands $2V+k=2l\beta/r+\beta^2$, so $V$ must be a $1/r$ potential plus a constant. A screened potential has no operator of this form that joins $l$ and $l-1$ at equal energy.

Bracket the product $A_lA_l^\dagger A_l$ in the two possible ways:

$$\Big(2H_{l-1}+\frac{Z^2}{l^2}\Big)A_l=A_l\Big(2H_l+\frac{Z^2}{l^2}\Big)\quad\Rightarrow\quad H_{l-1}A_l=A_lH_l .$$

If $H_lu=Eu$, then $H_{l-1}(A_lu)=A_lH_lu=E\,(A_lu)$. The function $A_lu$ solves the equation for $l-1$ at the same energy. It is also admissible: if $u\approx a\,r^{l+1}$, then $u'\approx(l+1)a\,r^l$ and $(l/r)u\approx l\,a\,r^l$, while $(Z/l)u$ is one order higher, so

$$A_lu\approx(2l+1)\,a\,r^{l}.$$

This is the regular power for angular momentum $l-1$, it has the sign of $a$, and it is not zero. The exponential decay survives differentiation. So $A_lu$ is a positive multiple of the normalised bound state of $H_{l-1}$ at energy $E$.

**The norm factor**

The dagger has to be justified, since $W$ is singular at the origin. For real $f$ and $g$,

$$f\,(A_lg)-(A_l^\dagger f)\,g=fg'+Wfg+f'g-Wfg=(fg)',$$

$$\int_a^b f\,A_lg\,dr-\int_a^b(A_l^\dagger f)\,g\,dr=\big[fg\big]_a^b .$$

Put $g=u$ and $f=A_lu$. The boundary term $u\,A_lu$ behaves as $r^{2l+1}$ at the origin and decays exponentially at infinity, so it vanishes on $(0,\infty)$. What remains is

$$\|A_lu\|^2=\int_0^\infty u\,A_l^\dagger A_lu\,dr=2E+\frac{Z^2}{l^2}.$$

The energy comes from the nodeless function. Take the second factorisation with $l=n$, where $n\ge1$ is an integer: $2H_{n-1}+Z^2/n^2=A_nA_n^\dagger$. For a normalised bound state $v\sim r^n$ of $H_{n-1}$ put $f=v$ and $g=A_n^\dagger v$. Here $g$ is no more singular than $r^{n-1}$, so $fg$ vanishes at least as $r^{2n-1}$, and

$$2E+\frac{Z^2}{n^2}=\|A_n^\dagger v\|^2\ge0 .$$

Every bound level of $H_{n-1}$ lies at or above $-Z^2/(2n^2)$, with equality only if $A_n^\dagger v=0$. That condition reads $v'/v=n/r-Z/n$, which integrates to $\ln v=n\ln r-Zr/n+\text{const}$, or $v\propto r^ne^{-Zr/n}$. This function is regular, normalisable and nodeless, so the bound is reached and it is the ground state of $H_{n-1}$, with

$$E_n=-\frac{Z^2}{2n^2}.$$

Call it $u_{n,n-1}$, and let $u_{nl}$ be the normalised bound state of $H_l$ at energy $E_n$. Repeated lowering shows that it exists for $l=n-1,\dots,0$. Inserting $E_n$ in the norm gives $Z^2/l^2-Z^2/n^2=Z^2(n^2-l^2)/(n^2l^2)$, and the sign argument selects the positive root:

$$A_lu_{nl}=c_{nl}\,u_{n,l-1},\qquad c_{nl}=\frac{Z\sqrt{n^2-l^2}}{n\,l}.$$

The constant hidden in "proportional" is $Z$ for this $A_l$. If the operator is defined as $A_l/\sqrt2$, so that its products give $H_l+Z^2/(2l^2)$, the constant is $Z/\sqrt2$. For $n=3$ the factors are $c_{32}=Z\sqrt{9-4}/6=Z\sqrt5/6$ and $c_{31}=Z\sqrt{9-1}/3=2\sqrt2\,Z/3$.

**The explicit chain for $Z=1$**

All lengths are in bohr. Every integral needed has the form $\int_0^\infty r^ke^{-\lambda r}dr=k!/\lambda^{k+1}$, which follows from $k$ partial integrations. Here $\lambda=2/3$, so $1/\lambda=3/2$.

For $u_{3d}=Nr^3e^{-r/3}$ the condition is $N^2\cdot6!\,(3/2)^7=1$, so

$$N^2=\frac{2^7}{3^7\cdot720}=\frac{8}{98415},\qquad 98415=5\cdot3^9,\qquad N=\frac{2\sqrt2}{81\sqrt{15}}=\frac{2\sqrt{30}}{1215}=0.0090160\ \text{bohr}^{-7/2}.$$

For a polynomial $p$, $(p\,e^{-r/3})'=(p'-p/3)e^{-r/3}$. The first operator is $A_2=d/dr+2/r-1/2$, and with $p=r^3$,

$$p'-\frac p3+\frac{2p}{r}-\frac p2=3r^2-\frac{r^3}{3}+2r^2-\frac{r^3}{2}=5r^2-\frac56r^3=\frac56\,r^2(6-r).$$

The leading coefficient $5$ is the $2l+1$ found above. Hence

$$A_2u_{3d}=\frac{5N}{6}\,r^2(6-r)\,e^{-r/3},\qquad \frac{5N}{6}=\frac{\sqrt{30}}{729}=0.0075133 .$$

To verify the norm factor without using the general formula, expand $r^4(6-r)^2=36r^4-12r^5+r^6$ and integrate against $e^{-2r/3}$:

$$36\cdot4!\left(\tfrac32\right)^5-12\cdot5!\left(\tfrac32\right)^6+6!\left(\tfrac32\right)^7=6561-16402.5+12301.875=2460.375 .$$

The squared prefactor is $5.645029\times10^{-5}$, and the product with $2460.375$ is $0.138889$. In exact form the sum is $3^9/8$, and

$$\|A_2u_{3d}\|^2=\frac{25}{36}\cdot\frac{8}{5\cdot3^9}\cdot\frac{3^9}{8}=\frac5{36}\ \text{bohr}^{-2},$$

which is $c_{32}^2$, with $c_{32}=0.372678\ \text{bohr}^{-1}$. Dividing the prefactor by $c_{32}$ gives $(\sqrt{30}/729)(6/\sqrt5)=6\sqrt6/729$, so

$$u_{3p}=\frac{2\sqrt6}{243}\,r^2(6-r)\,e^{-r/3},\qquad\frac{2\sqrt6}{243}=0.0201604 .$$

A check at one point, $r=3$ bohr: $u_{3d}=0.089554$, its slope is $(3/r-1/3)u_{3d}=\tfrac23u_{3d}=0.059702$, and $2/r-1/2=0.166667$. Then $A_2u_{3d}=0.059702+0.166667\times0.089554=0.074628$, and $0.074628/0.372678=0.20025$, in agreement with $u_{3p}(3)=0.200248\ \text{bohr}^{-1/2}$.

The second operator is $A_1=d/dr+1/r-1$. With $p=6r^2-r^3$ the four pieces are

$$p'=12r-3r^2,\qquad -\frac p3=-2r^2+\frac{r^3}{3},\qquad \frac pr=6r-r^2,\qquad -p=-6r^2+r^3 .$$

The $r$ terms add to $18r$, which is $2l+1=3$ times the leading coefficient $6$. The $r^2$ terms add to $(-3-2-1-6)r^2=-12r^2$ and the $r^3$ terms to $\tfrac43r^3$. Taking out $\tfrac23r$,

$$18r-12r^2+\frac43r^3=\frac23\,r\,(27-18r+2r^2),$$

$$A_1u_{3p}=\frac{4\sqrt6}{729}\,r\,(27-18r+2r^2)\,e^{-r/3},\qquad\frac{4\sqrt6}{729}=0.0134403 .$$

The square of the bracket is $729-972r+(324+108)r^2-72r^3+4r^4$, where $972=2\cdot27\cdot18$, $324=18^2$, $108=2\cdot27\cdot2$ and $72=2\cdot18\cdot2$. Multiplying by $r^2e^{-2r/3}$ and integrating term by term,

$$729\cdot2!\left(\tfrac32\right)^3-972\cdot3!\left(\tfrac32\right)^4+432\cdot4!\left(\tfrac32\right)^5-72\cdot5!\left(\tfrac32\right)^6+4\cdot6!\left(\tfrac32\right)^7$$

$$=4920.75-29524.5+78732-98415+49207.5=4920.75 .$$

The squared prefactor is $1.806409\times10^{-4}$, and the product is $0.888889$. In exact form the prefactor squared is $96/3^{12}$ and the sum is $3^9/4$, so

$$\|A_1u_{3p}\|^2=\frac{96}{3^{12}}\cdot\frac{3^9}{4}=\frac{24}{27}=\frac89\ \text{bohr}^{-2},$$

which is $c_{31}^2$, with $c_{31}=0.942809\ \text{bohr}^{-1}$. Dividing, $(4\sqrt6/729)\cdot3/(2\sqrt2)=6\sqrt3/729$, so

$$u_{3s}=\frac{2\sqrt3}{243}\,r\,(27-18r+2r^2)\,e^{-r/3},\qquad\frac{2\sqrt3}{243}=0.0142556 .$$

In one line, $u_{3s}=A_1A_2u_{3d}/(c_{31}c_{32})$ with $c_{31}c_{32}=0.351364\ \text{bohr}^{-2}$. All three functions have $E_3=-1/18=-0.055556$ hartree, or $-1.51$ eV. I keep three figures in eV because the fixed nucleus neglects a relative shift of the size of the electron-to-proton mass ratio, roughly $5\times10^{-4}$.

Each step down has added one node. The 3p function vanishes at $r=6$ bohr. The 3s function vanishes where $2r^2-18r+27=0$, at $r=(18\pm\sqrt{324-216})/4=(9\pm3\sqrt3)/2$, which is $1.9019$ and $7.0981$ bohr. At $r=3$ bohr, between the nodes, it is negative, $u_{3s}=-0.141597\ \text{bohr}^{-1/2}$. The radial equation reads $u''/u=l(l+1)/r^2-2Z/r-2E$, so going from $l$ to $l-1$ at fixed $E$ lowers $u''/u$ by $2l/r^2$ at every $r$. The region where $u''/u<0$, in which $u$ bends back towards the axis and can cross it, becomes wider, and the bending inside it becomes stronger.

**What went wrong with $Z/3$**

Your operator differs from $A_2$ by the constant $Z/2-Z/3=Z/6$, so it produces $c_{32}u_{3p}+(Z/6)u_{3d}$. The second term solves the $l=2$ equation. Since $H_1=H_2-2/r^2$, we have $(H_1-E_3)u_{3d}=-2u_{3d}/r^2\neq0$, and this leftover multiplied by $Z/6$, that is $-Zu_{3d}/(3r^2)$, is what you saw in the $l=1$ equation. For $Z=1$ the polynomial is $5r^2-\tfrac23r^3$, with its node at $15/2$ bohr instead of $6$ bohr. After normalisation its overlap with $u_{3p}$ is $0.9129$ instead of $1$. The constant $Z/3$ belongs to $A_3^\dagger$, the operator that annihilates $u_{3d}$.

**In what sense the operator is normalised**

$A_l$ does not depend on $n$, but $\|A_lu\|^2=2E+Z^2/l^2$ depends on the energy of the state. Among the bound eigenstates of $H_l$, the operator $A_l/c_{nl}$ preserves the norm only of the one on shell $n$. Applied to 4d, $A_2/c_{32}$ gives the 4p function with norm $c_{42}/c_{32}$. Here $c_{42}=\sqrt{12}/8=0.433013\ \text{bohr}^{-1}$, and $0.433013/0.372678=1.1619$. Since $c_{nl}^2=Z^2/l^2-Z^2/n^2$, the factor grows with $n$ at fixed $l$ and tends to $Z/l$ as $n\to\infty$, where $E_n\to0$.

The same factor governs the way up. From $u_{n,l-1}=A_lu_{nl}/c_{nl}$,

$$A_l^\dagger u_{n,l-1}=\frac{1}{c_{nl}}A_l^\dagger A_lu_{nl}=\frac{2E_n+Z^2/l^2}{c_{nl}}u_{nl}=c_{nl}\,u_{nl}.$$

Continued to $l=n$ the factor vanishes, in agreement with $A_n^\dagger u_{n,n-1}=0$, so the chain ends at the top. At the bottom it ends because $Z/l$ has no meaning for $l=0$, so $A_0$ does not exist. In the language of supersymmetric quantum mechanics $H_l$ and $H_{l-1}$ are partners with superpotential $W$. The level $-Z^2/(2l^2)$ of $H_{l-1}$ has no partner in $H_l$, since by the norm formula a partner would need $A_lu=0$. That equation reads $u'/u=-l/r+Z/l$, and its solution $r^{-l}e^{+Zr/l}$ is not normalisable.

Two points of convention matter. If you work with $R=u/r$, then $u'=R+rR'$ gives

$$\frac1rA_l(rR)=R'+\frac Rr+\Big(\frac lr-\frac Zl\Big)R=\Big(\frac d{dr}+\frac{l+1}{r}-\frac Zl\Big)R,$$

with the same $c_{nl}$ and the measure $r^2dr$. Also, $A_l$ acts on radial functions only. The orbital $\psi_{3,1,m}$ needs $Y_{1m}$ attached separately, since $A_2$ leaves $Y_{2m}$ untouched.

**General $Z$**

Set $x=Zr$, so $d/dr=Z\,d/dx$ and $1/r=Z/x$. Then $A_l=Z(d/dx+l/x-1/l)$ and $H_l$ is $Z^2$ times the $Z=1$ operator in $x$. Because $dr=dx/Z$, normalisation requires $u^{(Z)}(r)=\sqrt Z\,u^{(1)}(Zr)$. Norm factors scale as $Z$, energies as $Z^2$, and node radii as $1/Z$. For the one-electron ion Cr$^{23+}$, $Z=24$, in the same model: $c_{32}=24\times0.372678=8.9443\ \text{bohr}^{-1}$, $c_{31}=24\times0.942809=22.627\ \text{bohr}^{-1}$, the 3p node at $0.2500$ bohr, the 3s nodes at $0.0792$ and $0.2958$ bohr, and $E_3=-24^2/18=-32$ hartree, about $-871$ eV. These values are exact for the model only. The leading relativistic corrections to an energy, relative to that energy, are $(Z\alpha)^2$ times a coefficient that depends on the state. The Dirac fine-structure formula, quoted here without derivation, gives $[\,n/(j+\tfrac12)-\tfrac34\,]/n^2$, which for $n=3$ is $1/4$, $1/12$ and $1/36$ for $j=\tfrac12,\tfrac32,\tfrac52$. For Cr$^{23+}$ these levels therefore lie roughly $7$, $2$ and $0.7$ eV below the nonrelativistic value, so the last digit of $-871$ eV does not hold for the real ion and the shell is split. The parameter $(Z\alpha)^2$ is $3.1\times10^{-2}$ for this ion and $5.3\times10^{-5}$ for hydrogen.

**Independent tests**

The numerical check asserts the two factorisations, the intertwining relation and the form for $R$ on an arbitrary function with symbolic $l$, and the boundary term on a finite interval where it is not zero. With symbolic $Z$ it asserts that the three functions solve their radial equations at $-Z^2/18$, equal the Laguerre closed forms, obey the scaling rule and return under $A^\dagger$ with the same factors. Numerical quadrature of $\|A_lu_{nl}\|$ and of $\langle u_{n,l-1}|A_lu_{nl}\rangle$ on Laguerre functions for all $n\le6$, $1\le l\le n-1$ and $Z=1,24$ is required to match $c_{nl}$ to $10^{-8}$ relative to $c_{nl}$; the largest deviation found is $1.2\times10^{-15}$. A test that uses no closed form on the numerical side diagonalises $H_0$, $H_1$ and $H_2$ on a grid (step $0.01$ bohr and box $80$ bohr for hydrogen, both divided by $Z$ for the ion) and applies $A_l$ by central differences. It is required to match $c_{nl}$ to $10^{-3}$ relative to $c_{nl}$, and gives $0.37268$ and $0.94281\ \text{bohr}^{-1}$ for hydrogen, $8.94427$ and $22.62740\ \text{bohr}^{-1}$ for $Z=24$. The grid energies of 3s, 3p and 3d for $Z=24$ are $-31.99991$, $-32.00007$ and $-32.00001$ hartree. The exact value in this model is $-32$ hartree for all three, so the small spread belongs to the grid calculation and is not a physical splitting. It is the step error of the finite differences and falls fourfold when the step is halved. Because step and box are scaled by $1/Z$, the $Z=24$ grid matrix is $Z^2$ times the hydrogen one, so this run repeats the hydrogen test in scaled units and is not a separate check.

## Table of computed values

```
Hydrogen, Z = 1, n = 3; functions are polynomial * exp(-r/3), bohr^-1/2
N(3d) = 2*sqrt(30)/1215 = 0.0090160 bohr^-7/2
N^2 = 8/98415 bohr^-7
A2 u3d polynomial = -sqrt(30)*r**2*(r - 6)/729
u3p polynomial = -2*sqrt(6)*r**2*(r - 6)/243
A1 u3p polynomial = 4*sqrt(6)*r*(2*r**2 - 18*r + 27)/729
u3s polynomial = 2*sqrt(3)*r*(2*r**2 - 18*r + 27)/243
3p: prefactor of r**2*(6 - r) in A u = 0.0075133 a.u.
3p: prefactor squared = 5.645029e-05 a.u.
3p: integral terms = 6561.000, -16402.500, 12301.875 a.u.
3p: integral sum = 2460.375 a.u.
3p: prefactor after normalising = 0.0201604 a.u.
3s: prefactor of r*(2*r**2 - 18*r + 27) in A u = 0.0134403 a.u.
3s: prefactor squared = 1.806409e-04 a.u.
3s: integral terms = 4920.750, -29524.500, 78732.000, -98415.000, 49207.500 a.u.
3s: integral sum = 4920.750 a.u.
3s: prefactor after normalising = 0.0142556 a.u.
c32^2 = 5/36 = 0.138889 bohr^-2
c31^2 = 8/9 = 0.888889 bohr^-2
c32*c31 = 0.351364 bohr^-2
spot check r = 3 bohr: u3d = 0.089554 bohr^-1/2
  u3d' = 0.059702 bohr^-3/2
  2/r - 1/2 = 0.166667 bohr^-1
  A2 u3d = 0.074628 bohr^-3/2
  u3p = 0.200248, u3s = -0.141597 bohr^-1/2
norm of (A2/c32) u4d = 1.161895 (c42 = 0.433013 bohr^-1)
overlap with 3p if Z/n replaces Z/l = 0.912871
largest relative quadrature deviation, n <= 6: 1.2e-15
--- H, Z = 1, non-relativistic ---
E(n=3) = -0.055556 hartree = -1.5117 eV
grid E(3s,3p,3d) = -0.055555, -0.055556, -0.055556 hartree
c32 exact 0.372678, quad 0.372678, grid 0.37268 bohr^-1
c31 exact 0.942809, quad 0.942809, grid 0.94281 bohr^-1
3p node = 6.0000 bohr
3s nodes = 1.9019, 7.0981 bohr
grid step = 1.00e-02 bohr, box = 80.000 bohr
(Z alpha)^2 = 5.325e-05
--- Cr23+, Z = 24, non-relativistic ---
E(n=3) = -32.000000 hartree = -870.7644 eV
grid E(3s,3p,3d) = -31.999911, -32.000069, -32.000006 hartree
c32 exact 8.944272, quad 8.944272, grid 8.94427 bohr^-1
c31 exact 22.627417, quad 22.627417, grid 22.62740 bohr^-1
3p node = 0.2500 bohr
3s nodes = 0.0792, 0.2958 bohr
grid step = 4.17e-04 bohr, box = 3.333 bohr
(Z alpha)^2 = 3.067e-02
```
